\section*{Activation energy and field acceleration in the thermochemical breakdown model}

\section*{Question}

I am working on the reliability of gate dielectrics and am stuck on an exercise about the thermochemical model. The data are a zero-field enthalpy of $2.0$ eV and an effective dipole of $13$ electron-angstroms. I have to find the activation energy at $10$ MV/cm and the field-acceleration factor at $300$ K.

I know that the breakdown time should contain an exponential of enthalpy over $kT$, and that the field lowers the enthalpy. But multiplying $13$ by $10$ gives $130$, which cannot be subtracted from $2.0$ eV. I also don't see whether the acceleration factor is a slope, with units of inverse field, or a plain ratio of two lifetimes. Finally, why should the lowering be linear in the field, and how far can I trust that?

\section*{Answer}

The $130$ is a matter of units, cured below. The acceleration factor is taken here as the slope of $\ln t$ against field; the lifetime ratio follows from it. I use atomic units in the algebra, so the electron charge is $1$ and dipole times field is an energy. The field $F$ is the macroscopic field in the layer that fails, and the effective dipole $p$ already includes the local-field enhancement at the bond.

\subsection*{Why the barrier falls linearly}

Let $s$ be a coordinate along the path on which a bond breaks, with the intact bond at the well $s_w$ and the top of the barrier at the saddle $s_b$. If the dipole along the field is $\mu(s)$, the energy is
\begin{equation}
U(s,F)=U_0(s)-F\mu(s).
\end{equation}
Define $\Delta H_0=U_0(s_b)-U_0(s_w)$ and $p=\mu(s_b)-\mu(s_w)$, both at the zero-field positions. Suppose first that $\mu'(s)=0$ at both points. Then $U_0'-F\mu'=0$ still holds there when the field is on, so neither point moves. As long as they remain the relevant well and the highest point of the path, the barrier is
\begin{equation}
\Delta H(F)=U(s_b,F)-U(s_w,F)=\Delta H_0-pF .
\label{eq:linear}
\end{equation}
The sign is negative because the dipole at the saddle is the more favourable one in the field.

If $\mu'$ does not vanish, the stationary points $s_*(F)$ move. Even so,
\begin{equation}
\frac{d}{dF}U(s_*(F),F)=U'(s_*,F)\frac{ds_*}{dF}-\mu(s_*)=-\mu(s_*),
\label{eq:envelope}
\end{equation}
since $U'=0$ at a stationary point. At $F=0$ the slope of the barrier is therefore still $-p$, and \eqref{eq:linear} becomes the first-order term in the field.

\subsection*{From the barrier to the two slopes}

Let $n$ be the fraction of intact bonds and let each break at the rate $R=\nu e^{-\Delta H/kT}$, without healing. At constant field and temperature,
\begin{equation}
\frac{dn}{dt}=-Rn,\qquad n(t)=e^{-Rt}.
\end{equation}
If the layer fails when a fraction $f$ is broken, then $e^{-Rt}=1-f$, and
\begin{equation}
t=\frac{-\ln(1-f)}{R}=A\,e^{(\Delta H_0-pF)/kT},\qquad
A=\frac{-\ln(1-f)}{\nu}.
\end{equation}
The model takes $A$ as independent of $T$ and $F$. The unknown $f$ then shifts $\ln t$ by a constant and drops out of both derivatives:
\begin{align}
\ln t&=\ln A+\frac{\Delta H_0-pF}{kT},\\
E_a&=\left.\frac{\partial\ln t}{\partial(1/kT)}\right|_F=\Delta H_0-pF,\\
\gamma&=-\left.\frac{\partial\ln t}{\partial F}\right|_T=\frac{p}{kT}.
\end{align}
The minus sign makes $\gamma$ positive for a lifetime that shortens as the field rises. That $f$ drops out rests on all bonds sharing one rate. If the bond directions are spread evenly over the sphere, with lowering $pF\cos\theta$, the same parameters at $10$ MV/cm and $300$ K give $\gamma=4.93$ cm/MV for $f=10^{-3}$ but $4.02$ cm/MV for $f=0.1$, because less well aligned bonds must then break too.

\subsection*{The numbers}

One centimetre is $10^8$ angstroms, so
\begin{equation}
F=10\ \mathrm{MV/cm}=\frac{10^7\ \mathrm{V}}{10^8\ \text{\AA}}=0.10\ \mathrm{V/\text{\AA}} .
\end{equation}
An electron charge times a volt is an electronvolt. Hence $pF=13\times0.10=1.3$ eV, and
\begin{equation}
E_a=2.0-1.3=0.70\ \mathrm{eV}.
\end{equation}
At $300$ K, $kT=0.02585$ eV, which gives
\begin{equation}
\gamma=\frac{13}{0.02585}\ \text{\AA}/\mathrm{V}=503\ \text{\AA}/\mathrm{V}=5.03\ \mathrm{cm/MV}.
\end{equation}
The last step uses $1\ \text{\AA}/\mathrm{V}=10^{-8}\ \mathrm{cm/V}=10^{-2}\ \mathrm{cm/MV}$.

The ratio of two lifetimes at the same temperature is $e^{\gamma\,\delta F}$. For a step of $1$ MV/cm it is $e^{5.03}\approx153$, or $5.03/\ln10=2.18$ decades. If a data sheet quotes decades per MV/cm, compare it with $2.18$, not with $5.03$.

Temperature enters the two answers differently. At $400$ K and the same field, $E_a$ is still $0.70$ eV, but $\gamma$ falls as $1/T$ to $3.77$ cm/MV. The lifetime itself is shorter by
\begin{equation}
\exp\left[\frac{E_a}{k}\left(\frac1{300\ \mathrm K}-\frac1{400\ \mathrm K}\right)\right]\approx 870 .
\end{equation}

\subsection*{Is the prefactor really constant?}

Not quite, even when the barrier is linear. In classical transition-state theory, with mass $m$ along $s$ and energy measured from the well,
\begin{equation}
R=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-\Delta H/kT}}{\int e^{-U/kT}ds}
\approx\frac{1}{2\pi}\sqrt{\frac{K}{m}}\;e^{-\Delta H/kT}.
\end{equation}
The integral runs over the well, and the second form uses $U\approx Ks^2/2$, for which it equals $\sqrt{2\pi kT/K}$. In this harmonic form the temperature cancels from the prefactor, but the well curvature $K$ can depend on the field.

As an illustration take $U_0=\Delta H_0(3s^2-2s^3)$ and $\mu=p\sin^2(\pi s/2)$, both stationary at $s=0$ and $s=1$. Then $K=6\Delta H_0-\pi^2pF/2$, so the field softens the well. Since $t\propto K^{-1/2}e^{\Delta H/kT}$,
\begin{equation}
\gamma\approx\frac{p}{kT}+\frac{1}{2K}\frac{dK}{dF}=\frac{p}{kT}-\frac{\pi^2p}{4K}.
\end{equation}
Evaluating the integral numerically and differentiating by finite differences gives $E_a=0.700$ eV and $\gamma=497$ \AA/V. The latter is $1.2\%$ below $p/kT$. The harmonic estimate of this relative change is $\pi^2kT/(4K)=1.1\%$, small because $K=5.6$ eV is far above $kT$. These figures are classical and need $\hbar\omega\ll kT$ for the vibration $\omega=\sqrt{K/m}$ in the well, which a stiff bond does not satisfy at $300$ K. With the quantum harmonic prefactor $(kT/h)\,2\sinh(\hbar\omega/2kT)$ and $\hbar\omega=0.10$ eV, the same path gives $E_a=0.674$ eV and a $\gamma$ that is $2.3\%$ below $p/kT$.

\subsection*{When the well and saddle move}

A larger change appears if the dipole grows steadily along the path. Keep the same $U_0$, but set $\mu=ps$. The stationary points obey
\begin{equation}
6\Delta H_0\,s(1-s)=pF
\quad\Rightarrow\quad
s_\pm=\frac{1\pm r}{2},\qquad r=\sqrt{1-\frac{2pF}{3\Delta H_0}},
\end{equation}
with the saddle at $s_+$ and the well at $s_-$. Put $s=\tfrac12+x$, which turns $3s^2-2s^3$ into $\tfrac12+\tfrac32x-2x^3$. Its difference between $x=r/2$ and $x=-r/2$ is $\tfrac32r-\tfrac12r^3$, so
\begin{equation}
\Delta H=\Delta H_0\left(\tfrac32r-\tfrac12r^3\right)-pFr .
\end{equation}
The definition of $r$ gives $pF=\tfrac32\Delta H_0(1-r^2)$. Substituting this, the terms linear in $r$ cancel:
\begin{equation}
\Delta H=\Delta H_0r^3=\Delta H_0\left(1-\frac{2pF}{3\Delta H_0}\right)^{3/2}
=\Delta H_0-pF+\frac{p^2F^2}{6\Delta H_0}+\cdots
\end{equation}
The dipole difference between the moved points is $p(s_+-s_-)=pr$, so by \eqref{eq:envelope} $\gamma=pr/kT$ at fixed prefactor.

For your data $r^2=1-2.6/6.0=0.567$. The barrier becomes $0.853$ eV instead of $0.70$ eV, and $\gamma$ becomes $3.79$ cm/MV. At fixed prefactor the extra $0.153$ eV lengthens the life by a factor of about $370$. This path is an illustration and not a calculated oxide defect, but it shows that linearity is an assumption about the bond.

It also matters how $\Delta H_0$ and $p$ were obtained. If they come from a straight-line fit to data around $10$ MV/cm, they describe that line, and the correction should not be added on top. If they are true zero-field properties of the bond, a correction of this kind may be needed.

\subsection*{Where the linear law stops}

In the linear law, the activation energy returns to $2.0$ eV as $F\to0$ while $\gamma$ keeps its value. This cannot hold down to zero field in a layer whose bonds point equally often along and against the field. Reversing the field then leaves the lifetime unchanged, so a smooth $\ln t$ has zero slope at $F=0$. At the other end, the linear barrier vanishes at $F=\Delta H_0/p=15.4$ MV/cm. The rate formula fails before that, once the barrier is no longer many $kT$ high.

Extrapolation to lower fields is less certain still. Compare the linear law with $\ln t=C+G/F$, matched in slope at $F$ by $G=\gamma F^2$ and in value by the choice of $C$. Going down to $F_1$ at fixed temperature, the gains in $\ln t$ are
\begin{equation}
\gamma(F-F_1)\quad\text{(linear)},\qquad
\gamma F^2\left(\frac1{F_1}-\frac1F\right)=\frac{F}{F_1}\,\gamma(F-F_1)\quad\text{(reciprocal)}.
\end{equation}
From $10$ to $5$ MV/cm they amount to $10.9$ and $21.8$ decades. Two laws with the same lifetime and the same slope at the test field thus differ by about eleven decades at half that field.

\subsection*{Beside a real oxide}

Your parameters are roughly in the regime of thermally grown silicon dioxide on silicon, where $10$ MV/cm is a severe test field near breakdown and not an ordinary operating field. They should not be carried over to a high-$k$ film without new data. In a stack without charge at the interface, $\kappa F$ is the same in both layers, where $\kappa$ is the relative permittivity. The low-$\kappa$ interlayer therefore carries the larger field, and the average over the stack is the wrong input. Precision matters too: a $1\%$ error in $F$ changes the predicted life by a factor of $1.65$.

The model also assumes that current plays no part, which is open to doubt at this field. For a $5$ nm oxide the voltage is $5.0$ V. Take a rough tunnel barrier $\phi=3.1$ eV, an oxide electron mass $m_{\rm ox}=0.4$, and a free-electron emitter at zero temperature. For an electron whose energy of motion along the field lies $\varepsilon$ below the Fermi level, the semiclassical transmission through the triangular barrier is
\begin{equation}
\mathcal T(\varepsilon)=\exp\left[-\frac{4\sqrt{2m_{\rm ox}}\,(\phi+\varepsilon)^{3/2}}{3F}\right].
\end{equation}
The occupied transverse states fill a disc of area $2\pi\varepsilon$ in wavevector space. Each state contributes its velocity $v$ along the field, and $v\,dk=dE$ turns the integral over the wavevector $k$ along the field into one over energy. With two spins and the density $1/(2\pi)^3$, the current density is
\begin{equation}
J=\int\frac{2}{(2\pi)^3}\,2\pi\varepsilon\,\mathcal T\,d\varepsilon
=\frac{1}{2\pi^2}\int\varepsilon\,\mathcal T(\varepsilon)\,d\varepsilon .
\end{equation}
Numerical integration gives about $7\times10^{-3}$ A/cm$^2$. This neglects image-force lowering and the change in transverse kinetic energy where the mass changes at the interface, and it depends steeply on the inputs. A mass of $0.5$ lowers it twentyfold to $3\times10^{-4}$ A/cm$^2$, a barrier of $3.2$ eV lowers it threefold, and the image force raises it by a factor of $4$ to $11$ for a relative permittivity between $3.9$ and $2.15$. The value is uncertain by more than an order of magnitude. An electron from the Fermi level that crosses the rest of the oxide without scattering gains $5.0-3.1=1.9$ eV, more than the $0.70$ eV barrier that the field leaves in the linear model. This does not show that the current breaks bonds, but damage by carriers cannot be dismissed on energy grounds. If it controls the failure, the field law may change. The eleven decades above do not carry over directly to this film: at $5$ MV/cm it drops only $2.5$ V, less than $\phi$, so the barrier is trapezoidal and the pure $1/F$ form no longer holds. In this current model $d\ln J/dF=2.55$ cm/MV at $10$ MV/cm, and $J$ falls by $8.5$ decades down to $5$ MV/cm. A lifetime $t\propto J^{-q}$, with $q\approx2$ chosen to match $\gamma$, gains about $17$ decades, six more than the linear law.

For the exercise as set, the answers are $E_a=0.70$ eV and $\gamma=5.03$ cm/MV.
